Why the pressure of a charged supercell is not a relaxation volume

A calculation on a charged point defect ends with an energy and a pressure. The pressure is wanted for the relaxation volume, which, together with the volume of any atoms exchanged with a reservoir, sets how the formation enthalpy changes under load, and which measures how strongly the defect couples to hydrostatic strain. The decision is whether to divide that pressure by the bulk modulus and report the result, or to subtract something first. In the small model crystal treated below, the same vacancy with the same electron density gives −58.1 Å³ or −36.4 Å³ by the first route, depending on a bookkeeping choice in the electrostatics.

**The belief and its appeal**

Hartree atomic units are used. The cell is cubic, with side L and volume V = L³, and carries a net charge q, positive when electrons are missing, cancelled by a uniform background. The strain is hydrostatic, and since d ln V = dV/V,

PV = −V dE/dV = −dE/d ln V.

Let the perfect host have pressure P₀ and bulk modulus B = −V dP/dV at this volume, and let the cell with the defect, at the same number of lattice sites, have pressure P. If the cell is released until its pressure returns to P₀, then to first order in the strain, and with the defect's effect on B neglected,

P₀ = P − B ΔV/V, hence ΔV = (P − P₀)V/B.

The belief is that this ΔV is the relaxation volume of the defect. The derivation uses elasticity alone and mentions no charge, and it does predict what the simulated cell does when it is released, whether charged or not. The fault lies in the function E(V) that is differentiated. For q ≠ 0 it contains one term that belongs to a convention and another that belongs to the periodic images.

**The zero of potential**

In a periodic cell the Coulomb kernel is a sum of 4π/(VG²) over reciprocal vectors, and the divergent term G = 0 is dropped. This sets the cell average of some electrostatic potential to zero, and which potential that is depends on how the ions are represented. Suppose two conventions differ by a constant, φ′ = φ + Δ(V), where Δ does not depend on the number of electrons, and suppose they agree on the energy of a neutral cell. An electron has charge −1, so each eigenvalue becomes ε′ = ε − Δ, while the orbitals are unchanged. In Kohn–Sham theory the energy is stationary in the orbitals, so its derivative with respect to an occupation is the eigenvalue (Janak's theorem), and ∂(E′ − E)/∂N = −Δ. Integrating from the neutral electron number Z_tot to N = Z_tot − q gives

E′ − E = −Δ·(−q) = qΔ,

(PV)′ − PV = −q dΔ/d ln V.

A constant Δ would leave the pressure alone. A Δ that depends on volume changes it, in proportion to q.

Such a Δ arises from ordinary choices. Take ions whose potential energy for an electron is v(r) = −Z erf(r/(√2σ))/r, the field of a Gaussian charge of width σ, while the ions repel each other as points. One integral is needed. Integration by parts, with d erfc(r/b)/dr = −(2/(b√π)) exp(−r²/b²) and a vanishing boundary term, gives

∫₀^∞ r erfc(r/b) dr = (1/(b√π)) ∫₀^∞ r² exp(−r²/b²) dr = (1/(b√π))·(√π b³/4) = b²/4,

so that ∫ erfc(r/b)/r d³r = πb².

In the "point" convention G = 0 is dropped for every 1/r interaction between point charges. The electron–ion term is written v = −Z/r + Z erfc(r/(√2σ))/r. The first part loses its average and the second keeps it. With b² = 2σ² that average is 2πZσ²/V per ion. With the definition

S = Σ_ions 2πZσ²,

the N electrons gain the energy NS/V, and each eigenvalue gains S/V.

In the "gauss" convention the ions are Gaussian clouds, Poisson's equation is solved for clouds plus electrons with zero mean, the self-energy of each cloud is removed, and the difference between point and cloud repulsion is added back in real space. Two clouds interact as erf(r/w)/r with w² = 2(σ_i² + σ_j²), so the added term is Z_iZ_j erfc(r/w)/r, summed in full over pairs and images. The electrons see no G = 0 term.

All G ≠ 0 terms with electrons are the same in both. For the ions, the point convention also splits as 1/r = erf(r/w)/r + erfc(r/w)/r, but it drops G = 0 from both parts, so its erfc sum lacks the average πw²/V = 2π(σ_i² + σ_j²)/V per ordered pair. The missing energy is

½ Σ_i Σ_j Z_iZ_j 2π(σ_i² + σ_j²)/V = ½ (S Z_tot + Z_tot S)/V = Z_tot S/V.

Collecting both differences,

E_point − E_gauss = NS/V − Z_tot S/V = −qS/V, ε_point − ε_gauss = +S/V.

This is the general rule with Δ = −S/V, and the neutral energies agree, as was assumed. At fixed ions S is constant and d(1/V)/d ln V = −1/V, so dΔ/d ln V = +S/V and

(PV)_point − (PV)_gauss = −qS/V.

The apparent volumes differ by −qS/(VB). When the supercell is repeated, S and V grow together, so S/V tends to the host value S_host/V. The ambiguity does not fall with cell size, and a convergence study carried out within one convention would not reveal it.

**Where the deformation potential enters**

The simplest charged cell has no defect at all: the perfect host with δ electrons removed from the top of the valence band. Janak's theorem gives E(δ) = E(0) − δ ε_v + O(δ²). Applying −d/d ln V,

(P − P₀)V = δ a_v + O(δ²), a_v = dε_v/d ln V.

A band hole thus exerts a pressure set by the hydrostatic deformation potential of the band edge. Since ε_v carries the convention, so does a_v:

a_point − a_gauss = d(S_host/V)/d ln V = −S_host/V.

A difference of two levels in one cell is free of Δ, so the gap and a_gap = d(ε_c − ε_v)/d ln V are convention-free. A single level is not.

This points to the cure. A defect acquires its charge by handing q electrons to something else, and the volume change of the whole neutral process includes the receiver. Let the receiver be the valence-band top of the host, where the electrons fill q holes. The receiving host is taken large enough that the holes are dilute and the O(δ²) term drops out. By the result above with δ → −q, they then contribute −q a_v to PV. The energy of the process is E_D − E_host + qε_v, apart from the energy of any neutral atoms exchanged with a reservoir, whose volume is not part of the relaxation volume and is left out here. Its volume, with the image term P_M of the next section removed, is

Ω_v = [(P_D − P₀)V − q a_v − P_M V]/B.

Between the conventions the first term changes by −qS_D/V and the second by −q(−S_host/V), so

Ω_v,point − Ω_v,gauss = −q(S_D − S_host)/(VB).

S_D − S_host involves only the ions added or removed, so this remainder falls as 1/V. It appears because the defect cell and the host cell each set their own average to zero, and it is the pressure counterpart of potential alignment. Nothing here says which convention is closer to the dilute limit at order 1/V. If the electrons go to the conduction-band bottom, ε_c replaces ε_v and

Ω_c = Ω_v − q a_gap/B.

Ω_v and Ω_c describe different neutral processes, so a volume quoted for a charged defect needs its electron reservoir stated with it.

**A vacancy in two conventions**

The model is a rock-salt cell of 8 sites with Z = 1 ions, σ = 0.6 bohr on the anion and 1.4 bohr on the cation, sampled at Γ only, with Dirac–Slater exchange, no correlation, and a fixed set of plane waves G = 2πn/a with |n|² ≤ 36. It is not a real material, and its pressure includes the error of the fixed basis. The digits quoted below belong to this basis: raising it to |n|² ≤ 64 at the same lattice constant lowers the host energy by 3×10⁻⁴ Ha and B by 0.4 %, and makes the naive vacancy volumes more negative by 0.3 to 0.4 Å³ and the referenced ones by about 0.15 Å³. Derivatives are central differences with a step of 0.01 in ln V. The two electrostatics were evaluated by separate routes, an Ewald sum with reciprocal-space form factors for one and real-space Gaussians for the other, each carried to self-consistency. The energies, pressures and volumes for the |n|² ≤ 36 basis are in the numerical output below.

The host sits at its computed equilibrium, a₀ = 11.18 bohr, V = 1397.4 bohr³ (207.1 Å³), with B = 2.7395×10⁻⁴ Ha/bohr³ (8.06 GPa). Its energy is −2.2564993 Ha in both conventions. With Γ-only sampling, ε_v and ε_c in this section are the highest occupied and lowest empty levels at Γ of the cubic cell. They are not the band edges of the infinite crystal: in the same potential the fourth band lies higher at k = (π/a, 0, 0) and the fifth lies lower at k = (π/a, π/a, π/a), with different deformation potentials. The valence top in this sense is at −0.02116 Ha and −0.06288 Ha, 0.0417 Ha apart, against S_host/V = 58.308/1397.42 = 0.04173 Ha. The deformation potentials are a_v = −0.08865 Ha (point) and −0.04692 Ha (gauss), which differ by −0.04173 Ha.

With δ = 0.02 holes shared equally among the three degenerate top levels, (P − P₀)V/δ is −0.08867 Ha and −0.04694 Ha, within 2×10⁻⁵ Ha of a_v. The predicted volume changes are 0.02 × (−0.08867)/(2.7395×10⁻⁴) = −6.47 bohr³ and −3.43 bohr³. When the pressure is recomputed at those volumes, what is left of the excess rounds to 0.1 % of its initial value in the point convention and to 0.0 % in the gauss convention. The elastic formula is therefore sound, and the charged cell really has two different equilibrium volumes. Relaxing the cell in place of reading its pressure does not escape the problem.

The defect is the anion vacancy with q = +1: seven ions and six electrons in a closed shell, with every ion held on its site by symmetry. Here S_D = 56.046 Ha bohr³ and S_D/V = 0.04011 Ha. The naive volumes are

point: −0.10735/(2.7395×10⁻⁴) = −391.9 bohr³ = −58.1 Å³,

gauss: −0.06724/(2.7395×10⁻⁴) = −245.5 bohr³ = −36.4 Å³.

Their difference is −21.7 Å³, as −qS_D/(VB) requires. Referred to the valence top, and without the image term,

point: (−0.10735 + 0.08865)/(2.7395×10⁻⁴) = −68.3 bohr³ = −10.1 Å³,

gauss: (−0.06724 + 0.04692)/(2.7395×10⁻⁴) = −74.2 bohr³ = −11.0 Å³.

The remaining 0.88 Å³ is the alignment term, since (S_D − S_host)/V = −0.00162 Ha. The energy, eigenvalue, pressure and remainder relations were all tested and hold, the pressure-type ones to a tolerance of 10⁻⁵ Ha. Most of either naive number, 83 % (point) and 70 % (gauss), was the term q a_v/B, the deformation potential of the top Γ level measured from an arbitrary zero.

Several limits apply to these figures. The naive −58 Å³ is 28 % of the cell volume, far outside the range of a first-order formula. At the host volume the charged vacancy cell is much softer than the host whose B is used, by an amount that depends on the convention through the qS/V term, and it stiffens as it is compressed. The formula neglects both effects, and they work in opposite directions. The naive volumes are therefore formal linear-response values, and any closeness to the volume change of the released vacancy cell comes from that cancellation. The referenced volumes and the percentages hold for the Γ level used as ε_v and change if another level is taken as the reservoir. No image correction was applied to so small a cell, so −10 to −11 Å³ is not a dilute limit. And a_gap comes out at −0.00004 Ha in both conventions, which is zero within the basis error (it rounds to 0.00000 Ha at |n|² ≤ 64), so Ω_c (−10.10 Å³, point) nearly equals Ω_v (−10.12 Å³). This a_gap belongs to the two Γ levels, no reason for its smallness is derived here, and the near equality does not carry over to levels or hosts with a larger one.

**The Madelung part**

A localized charge also interacts with its images and the background. For a point charge in vacuum the energy is a sum of terms 2πq²/(VG²) less the self-energy of the isolated charge. No length other than L enters, so E = −α_M q²/(2L) with a pure number α_M. An Ewald sum gives α_M = 2.837297 for the simple cubic array. A direct sum over neutral cubes, each a point charge in its share of background, gives 2.837304 once its mean potential is removed. That mean follows from the small-k form ρ̂(k) ≈ −(k²/6)∫r²ρ d³r of one cube, with ∫r²ρ d³r = −q·3·L²/12 = −qL²/4, so that 4πρ̂/(Vk²) → πq/(6L).

In a medium of dielectric constant ε the long-range kernel is divided by ε:

E_M = −α_M q²/(2εL).

Taking logarithms of the magnitude, ln|E_M| = const − ln ε − (1/3) ln V, so d ln|E_M|/d ln V = −γ − 1/3 with γ = d ln ε/d ln V, and

P_M V = −E_M d ln|E_M|/d ln V = E_M (1/3 + γ).

The form P_M = E_M/(3V) is the case γ = 0. It holds for an unscreened charge, where a finite difference at L = 20 bohr gives PV = −0.023644 Ha, equal to E/3, and for a medium whose ε is stationary in volume. Otherwise the γ term is of the same order in 1/L and has to be kept. The spurious volume P_M V/B falls as 1/L, although P_M itself falls as 1/L⁴. The ε in question describes whatever is allowed to respond: electrons alone if the ions are clamped, electrons and ions if they relax. The formula assumes a cubic cell, an isotropic linear response and a charge localized well within L.

A lattice model tests this with no dielectric constant put in. Points of fixed polarizability α_p occupy a simple cubic lattice of cell volume v = a³, and a charge q sits at one cube centre of an N×N×N supercell of volume Ω = N³v. The dipoles obey p = α_p(E₀ + Σ T p), with E₀ the field of the charge, its images and the background, and T the dipole tensor. The problem is linear and the host is periodic, so it separates in the supercell's wave vectors k:

U = U_bare − (1/(2N³)) Σ_k e(k)† [1/α_p − T(k)]⁻¹ e(k),

where e(k) and T(k) are the lattice transforms of E₀ and T. At small k the field is longitudinal, |e| ≈ 4πq/(vk). The longitudinal T is the macroscopic depolarizing term −4π/v plus the Lorentz term 4π/(3v), in total −8π/(3v), a limit that was tested on the lattice sums. With x = 4πα_p/(3v), the inverse is α_p/(1 + 2x), and each small k contributes

(1/(2N³)) (4πq/v)² α_p/[k²(1 + 2x)] = (1/(2Ω)) (4πq²/k²)·3x/(1 + 2x),

because 4πα_p/v = 3x. The bare energy holds the same term with factor 1, so the total factor is

1 − 3x/(1 + 2x) = (1 − x)/(1 + 2x) = 1/ε,

which is the Clausius–Mossotti relation x = (ε − 1)/(ε + 2). A term of degree k^p in the summand gives a size dependence (1/Ω)L⁻ᵖ = L⁻³⁻ᵖ. The summand is even in k, so p = −2, 0, 2, … and the series runs 1/L, 1/L³, 1/L⁵, …, led by E_M.

At fixed α_p, x ∝ 1/V gives dx/d ln V = −x, and dx/dε = [(ε + 2) − (ε − 1)]/(ε + 2)² = 3/(ε + 2)². Dividing,

dε/d ln V = −x(ε + 2)²/3 = −(ε − 1)(ε + 2)/3, γ = −(ε − 1)(ε + 2)/(3ε).

As ε → 1, γ → 0 and E_M/3 is recovered. The factor 1/3 + γ is negative when (ε − 1)(ε + 2) > ε, that is ε² > 2. In this model the Madelung pressure has the opposite sign to E_M/(3V) once ε exceeds √2: expansion dilutes the dipoles, weakens the screening and deepens the negative E_M faster than the growth of L reduces it. The sign of γ here rests on the fixed polarizability, and for another host γ has to be computed.

For a = 5 bohr, α_p = 15 bohr³ and q = 1, the relations give ε = 4.0320, γ = −3.032 × 6.032/(3 × 4.032) = −1.5120 and 1/3 + γ = −1.1787. With L = Na the predicted 1/N coefficients are

E: −2.837297/(2 × 4.0320 × 5) = −0.070369 Ha,

PV: −0.070369 × (−1.1787) = +0.08294 Ha,

against E_M/3 = −0.023456 Ha. Cells with N = 12 to 48, solved by the sum over k, differentiated numerically and fitted through 1/N⁷, give −0.070369 Ha and +0.082942 Ha. The fixed-ε estimate has the wrong sign and is 3.5 times too small in magnitude. The same kind of fit on N = 6 to 16, through 1/N⁵, gives −0.070704 Ha and 0.081234 Ha, off by 0.5 % and 2 % of the formula values, so the higher terms are not negligible in small cells.

The effect on one cell is direct. At N = 8 the computed PV is −0.126008 Ha, and the fitted dilute limit is −0.136819 Ha. The raw value is off by 7.9 % of that limit. Subtracting 0.082942/8 = 0.010368 Ha gives −0.136376 Ha, off by 0.3 %. Subtracting −0.023456/8 = −0.002932 Ha gives −0.123076 Ha, off by 10 %, which is worse than no correction.

This model has no elastic energy of its own, so a round B = 100 GPa is chosen to turn these into volumes. At L = 40 bohr, E_M = −0.00880 Ha (−0.239 eV) and P_M = 0.00477 GPa, where E_M/(3V) would be −0.00135 GPa. The spurious volume is +0.452 Å³, where E_M/(3B) would be −0.128 Å³. At L = 20 bohr the leading-order formula doubles these to +0.904 Å³ and −0.256 Å³; that cell was not solved directly, and its higher terms will be larger. Halving the image error costs eight times the sites. For a charge q the image term scales as q² and the convention term as q, so between charge states q and q′ of one defect the raw difference in PV carries an image term proportional to q² − q′² and a convention term proportional to q − q′. Unless 1/3 + γ happens to vanish, the image term cancels at leading order between two different charge states only when q′ = −q. The convention term never cancels from the raw difference, but measuring a transition level from ε_v removes it, apart from the remainder of order (S_D − S_host)/V.

Calculated quantities

```
model crystal: sigma_anion 0.6 bohr, sigma_cation 1.4 bohr, |n|^2<=36, step lnV 0.01
a0 = 11.18 bohr, V = 1397.42 bohr^3 = 207.08 A^3
B = 2.7395e-04 Ha/bohr^3 = 8.06 GPa; P0 V = 0.00026 Ha; gap = 0.0809 Ha
S_host = 58.3080, S_vacancy = 56.0460 Ha bohr^3
S_host/V = 0.04173, S_vac/V = 0.04011, (S_vac-S_host)/V = -0.00162 Ha
[point] E_host = -2.2564993 Ha, eps_v = -0.02116 Ha
[point] a_v = -0.08865 Ha = -2.412 eV, a_gap = -0.00004 Ha
[point] 0.02 hole: (P-P0)V/delta = -0.08867 Ha, dV = -6.473 bohr^3, pressure left -0.1 %
[point] vacancy q=+1: (P-P0)V = -0.10735 Ha, P-P0 = -2.260 GPa
[point] naive dV = -391.87 bohr^3 = -58.07 A^3
[point] valence-top volume = -68.27 bohr^3 = -10.12 A^3; conduction-bottom = -10.10 A^3
[gauss] E_host = -2.2564993 Ha, eps_v = -0.06288 Ha
[gauss] a_v = -0.04692 Ha = -1.277 eV, a_gap = -0.00004 Ha
[gauss] 0.02 hole: (P-P0)V/delta = -0.04694 Ha, dV = -3.427 bohr^3, pressure left -0.0 %
[gauss] vacancy q=+1: (P-P0)V = -0.06724 Ha, P-P0 = -1.416 GPa
[gauss] naive dV = -245.46 bohr^3 = -36.37 A^3
[gauss] valence-top volume = -74.17 bohr^3 = -10.99 A^3; conduction-bottom = -10.97 A^3
point-gauss: naive -21.70 A^3, formula -21.69 A^3
point-gauss: referenced 0.88 A^3, formula 0.88 A^3
alpha_M: Ewald 2.837297, direct sum 2.837304
unscreened L=20 bohr: PV = -0.023644 Ha, E/3 = -0.023644 Ha
dipole lattice: a = 5.0 bohr, polarizability 15.0 bohr^3, B = 100.0 GPa
eps = 4.0320, dln eps/dlnV = -1.5120, 1/3 + that = -1.1787
N = 6: E = -0.165331 Ha, PV = -0.121857 Ha
N = 8: E = -0.162692 Ha, PV = -0.126008 Ha
N = 12: E = -0.159911 Ha, PV = -0.129801 Ha
N = 16: E = -0.158479 Ha, PV = -0.131595 Ha
N = 24: E = -0.157030 Ha, PV = -0.133352 Ha
N = 32: E = -0.156301 Ha, PV = -0.134223 Ha
N = 48: E = -0.155570 Ha, PV = -0.135090 Ha
dilute limit, fit N=12..48: E = -0.154104 Ha, PV = -0.136819 Ha
1/N coefficient of E: fit -0.070369 Ha, formula -0.070369 Ha
1/N coefficient of PV: fit 0.082942, formula 0.082942, E_M/3 -0.023456 Ha
small-cell fit N=6..16: E -0.070704 Ha, PV 0.081234 Ha
L = 20 bohr: E_M = -0.01759 Ha = -0.4787 eV
  P_M: E_M/(3V) = -0.02157 GPa, full = 0.07626 GPa
  apparent volume: E_M/(3B) = -0.256 A^3, full = 0.904 A^3
L = 40 bohr: E_M = -0.00880 Ha = -0.2394 eV
  P_M: E_M/(3V) = -0.00135 GPa, full = 0.00477 GPa
  apparent volume: E_M/(3B) = -0.128 A^3, full = 0.452 A^3
```
